# The 1/Z Expansion for Two-Electron Atoms: Two Derivations: verification in Python

```python
"""
Result under test: the ground-state energy of two electrons and a fixed charge Z is
    E(Z) = Z^2 * eps(1/Z),  eps(x) = E0 + E1*x + E2*x^2 + ...,
with E0 = -1 hartree and E1 = 5/8 hartree.
Scaled Hamiltonian: h0 + x*V, where h0 is two hydrogen atoms' worth of
kinetic energy and nuclear attraction, and V = 1/(electron separation).
Correlated basis: exp(-a*s) * s^l * t^m * u^n, m even,
with s = r1+r2, t = r1-r2, u = |r1-r2 as vectors|.
Atomic units are used internally; energies are printed in eV, lengths in angstrom.
"""
from math import factorial, sqrt
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh
from pyscf import gto

EV = constants.physical_constants["Hartree energy in eV"][0]
ANG = constants.physical_constants["Bohr radius"][0] * 1e10


# ---------- pointwise test of the change of length scale ----------
def apply_hamiltonian(func, x, charge, repulsion, step=2e-4):
    """Apply the two-electron Hamiltonian at one point by finite differences."""
    centre = func(x)
    laplacian = 0.0
    for i in range(6):
        shift = np.zeros(6)
        shift[i] = step
        laplacian += (func(x + shift) - 2 * centre + func(x - shift)) / step**2
    r1, r2 = np.linalg.norm(x[:3]), np.linalg.norm(x[3:])
    r12 = np.linalg.norm(x[:3] - x[3:])
    return -0.5 * laplacian + (-charge / r1 - charge / r2 + repulsion / r12) * centre


def trial(x):
    r1, r2 = np.linalg.norm(x[:3]), np.linalg.norm(x[3:])
    return np.exp(-r1 - 0.7 * r2 + 0.3 * np.linalg.norm(x[:3] - x[3:]))


point = np.array([0.3, -0.2, 0.25, -0.35, 0.15, 0.3])
for Z in (2.0, 3.0):
    unscaled = apply_hamiltonian(lambda x: trial(Z * x), point, Z, 1.0)
    scaled = Z**2 * apply_hamiltonian(trial, Z * point, 1.0, 1.0 / Z)
    # tolerance covers the finite-difference error
    assert abs(unscaled - scaled) < 1e-4 * max(1.0, abs(scaled))


# ---------- first-order repulsion by quadrature ----------
for ra, rb in ((0.5, 1.3), (1.3, 0.5), (2.0, 0.7)):
    average = 0.5 * quad(lambda c: 1 / sqrt(ra**2 + rb**2 - 2*ra*rb*c), -1, 1)[0]
    assert abs(average - 1 / max(ra, rb)) < 1e-9


def cloud_potential(r):
    """Potential of a hydrogen 1s cloud, by summing spherical shells."""
    inside = quad(lambda q: 4 * q**2 * np.exp(-2*q), 0, r)[0] / r
    outside = quad(lambda q: 4 * q * np.exp(-2*q), r, np.inf)[0]
    return inside + outside


for r in (0.4, 1.0, 2.5):
    closed_form = 1/r - np.exp(-2*r) * (1 + 1/r)
    assert abs(cloud_potential(r) - closed_form) < 1e-8
E1_quadrature = quad(lambda r: 4*r**2*np.exp(-2*r)*cloud_potential(r), 0, 30)[0]
assert abs(E1_quadrature - 5/8) < 1e-7


# ---------- correlated two-electron basis ----------
VOLUME = [(1, (2, 0, 1)), (-1, (0, 2, 1))]
WEIGHTS = {
    "S": VOLUME,
    "N": [(4, (1, 0, 1))],                          # 1/r1 + 1/r2
    "V": [(1, (2, 0, 0)), (-1, (0, 2, 0))],         # 1/r12
    "W": [(1, (2, 0, -1)), (-1, (0, 2, -1))],       # 1/r12 squared
    "R": [(0.5, (3, 0, 1)), (-0.5, (1, 2, 1))],     # (r1+r2)/2
}
CROSS_SU = [(1, (1, 0, 2)), (-1, (1, 2, 0))]
CROSS_TU = [(1, (2, 1, 0)), (-1, (0, 1, 2))]


def build_matrices(a, degree):
    powers = [(l, m, n) for l in range(degree + 1)
              for m in range(0, degree + 1, 2)
              for n in range(degree + 1) if l + m + n <= degree]

    def moment(p, q, r):
        total = p + q + r + 2
        return factorial(total) / ((q+1) * (q+r+2) * (2*a)**(total+1))

    def integral(f, g, weight):
        return sum(cf * cg * cw * moment(f0+g0+w0, f1+g1+w1, f2+g2+w2)
                   for cf, (f0, f1, f2) in f for cg, (g0, g1, g2) in g
                   for cw, (w0, w1, w2) in weight)

    functions = []
    for l, m, n in powers:
        value = [(1.0, (l, m, n))]
        ds = [(-a, (l, m, n))] + ([(l, (l-1, m, n))] if l else [])
        dt = [(m, (l, m-1, n))] if m else []
        du = [(n, (l, m, n-1))] if n else []
        functions.append((value, ds, dt, du))
    size = len(powers)
    mats = {key: np.zeros((size, size)) for key in ["T"] + list(WEIGHTS)}
    for i in range(size):
        f, fs, ft, fu = functions[i]
        for j in range(i + 1):
            g, gs, gt, gu = functions[j]
            values = {k: integral(f, g, w) for k, w in WEIGHTS.items()}
            values["T"] = (integral(fs, gs, VOLUME) + integral(ft, gt, VOLUME)
                           + integral(fu, gu, VOLUME)
                           + integral(fu, gs, CROSS_SU) + integral(fs, gu, CROSS_SU)
                           + integral(fu, gt, CROSS_TU) + integral(ft, gu, CROSS_TU))
            for key, number in values.items():
                mats[key][i, j] = mats[key][j, i] = number
    norm = 1 / np.sqrt(np.diag(mats["S"]))
    return {key: mat * np.outer(norm, norm) for key, mat in mats.items()}


def ground_state(mats, charge, repulsion):
    hamiltonian = mats["T"] - charge * mats["N"] + repulsion * mats["V"]
    levels, vectors = eigh(hamiltonian, mats["S"])
    return levels[0], vectors[:, 0]


def series_coefficients(mats, highest):
    """Perturbation recursion in the repulsion strength."""
    levels, vectors = eigh(mats["T"] - mats["N"], mats["S"])
    repulsion = vectors.T @ mats["V"] @ vectors
    start = np.zeros(len(levels))
    start[0] = 1.0
    energies, states = [levels[0]], [start]
    for order in range(1, highest + 1):
        driven = repulsion @ states[-1]
        energies.append(driven[0])
        source = -driven + sum(energies[k] * states[order-k]
                               for k in range(1, order + 1))
        correction = np.zeros(len(levels))
        correction[1:] = source[1:] / (levels[1:] - levels[0])
        states.append(correction)
    return np.array(energies)


DEGREE = 5
scaled_basis = build_matrices(1.0, DEGREE)
smaller_basis = build_matrices(1.0, DEGREE - 1)
coeff = series_coefficients(scaled_basis, 15)
coeff_small = series_coefficients(smaller_basis, 2)
assert abs(coeff[0] + 1) < 1e-8
assert abs(coeff[1] - E1_quadrature) < 1e-7
assert abs(coeff[2] - coeff_small[2]) < 1e-4

# derivatives of the diagonalized energy against the perturbation recursion
h = 0.02
plus, zero, minus = [ground_state(scaled_basis, 1, x)[0] for x in (h, 0, -h)]
slope = (plus - minus) / (2*h)
half_curvature = (plus - 2*zero + minus) / (2*h**2)
assert abs(slope - 5/8) < 2e-5          # difference error is of order h squared
assert abs(half_curvature - coeff[2]) < 2e-5

# ---------- ingredients of the convergence bound ----------
hardy_ratio = eigh(scaled_basis["W"], scaled_basis["T"], eigvals_only=True)[-1]
assert hardy_ratio <= 4 + 1e-7
h0 = scaled_basis["T"] - scaled_basis["N"]
kinetic_ratio = eigh(scaled_basis["T"], h0 + 2*scaled_basis["S"],
                     eigvals_only=True)[-1]
assert kinetic_ratio <= 2 + 1e-7
diffuse = build_matrices(0.75, DEGREE)
second_level = eigh(diffuse["T"] - diffuse["N"], diffuse["S"],
                    eigvals_only=True)[1]
assert -1e-8 < second_level + 5/8 < 3e-3     # variational basis error
radius = (3/8) / (1 + sqrt(11/8))
spectrum = np.r_[-1.0, np.linspace(-5/8, 50, 4001)]
circle = -1 + radius * np.exp(2j * np.pi * np.arange(80) / 80)
largest = max(np.max(8*(spectrum+2)/abs(spectrum-z)**2) for z in circle)
guaranteed_Z = sqrt(largest)
assert abs(guaranteed_Z - sqrt(8)/radius) < 1e-7
assert guaranteed_Z < 17

# ---------- direct, unscaled calculations ----------
rows = []
for Z in (2, 3, 6, 10):
    mats = build_matrices(Z - 0.2, DEGREE)
    energy, vector = ground_state(mats, Z, 1.0)
    mean_r = vector @ mats["R"] @ vector
    from_scaling = Z**2 * ground_state(scaled_basis, 1.0, 1/Z)[0]
    # the two calculations use different exponents, hence a basis error
    assert abs(energy - from_scaling) < 1e-4
    two_terms = -Z**2 + 5*Z/8
    rows.append((Z, energy, two_terms, energy - two_terms, Z * mean_r))
helium = rows[0][1]
assert abs(rows[-1][3] - coeff[2] - coeff[3]/10) < 2e-4
assert abs(rows[-1][3] - coeff[2]) < abs(rows[0][3] - coeff[2])
assert all(x[4] > y[4] > 1.5 for x, y in zip(rows, rows[1:]))
_, vector = ground_state(scaled_basis, 1.0, 1/1000)
assert abs(vector @ scaled_basis["R"] @ vector - 1.5) < 1e-3

partial = 4 * np.cumsum(coeff / 2.0**np.arange(len(coeff)))
same_basis = 4 * ground_state(scaled_basis, 1.0, 0.5)[0]
assert abs(partial[-1] - same_basis) < 1e-5

# ---------- independent helium energy: full CI with Gaussian integrals ----------
atom = gto.M(atom="He 0 0 0", basis="cc-pvqz", verbose=0)
overlap_values, overlap_vectors = np.linalg.eigh(atom.intor("int1e_ovlp"))
X = overlap_vectors / np.sqrt(overlap_values)
one_body = X.T @ (atom.intor("int1e_kin") + atom.intor("int1e_nuc")) @ X
size = len(one_body)
two_body = atom.intor("int2e", aosym="s1").reshape((size,) * 4)
two_body = np.einsum("pqrs,pi,qj,rk,sl->ijkl", two_body, X, X, X, X, optimize=True)
identity = np.eye(size)
full = np.kron(one_body, identity) + np.kron(identity, one_body)
full += two_body.transpose(0, 2, 1, 3).reshape(size**2, size**2)
gaussian = eigh(full, eigvals_only=True, subset_by_index=[0, 0])[0]
assert 0 < gaussian - helium < 0.003       # remaining Gaussian-basis error

# ---------- printed results ----------
print(f"Hartree energy: {EV:.6f} eV")
print(f"Bohr radius: {ANG:.6f} angstrom")
print(f"E1 from radial quadrature: {E1_quadrature:.8f} hartree")
print(f"Correlated basis: degree {DEGREE}, {len(h0)} functions")
for k in range(6):
    print(f"Coefficient E{k}: {coeff[k]:.6f} hartree = {coeff[k]*EV:.4f} eV")
print(f"E2 change from degree {DEGREE-1} to {DEGREE}: "
      f"{(coeff[2]-coeff_small[2])*EV:.6f} eV")
print(f"Slope of scaled energy at zero repulsion: {slope:.6f} hartree")
print(f"Half curvature there: {half_curvature:.6f} hartree")
print(f"Convergence proved for Z above: {guaranteed_Z:.3f} (dimensionless)")
print("Helium, Z = 2, sums of the series:")
for k in range(6):
    print(f"  through E{k}: {partial[k]*EV:.4f} eV")
print(f"  through E15: {partial[-1]*EV:.4f} eV")
print(f"  diagonalization in the same basis: {same_basis*EV:.4f} eV")
print(f"Helium direct, exponent 1.8 per bohr: {helium:.5f} hartree = {helium*EV:.4f} eV")
print(f"Helium full CI, cc-pVQZ: {gaussian*EV:.4f} eV")
print("Direct unscaled calculations:")
for Z, energy, two_terms, remainder, scaled_r in rows:
    print(f"  Z={Z}: energy {energy*EV:.3f} eV; two terms {two_terms*EV:.3f} eV")
    print(f"    energy minus two terms {remainder*EV:.4f} eV; "
          f"relative size {100*abs(remainder/energy):.4f} percent")
    print(f"    mean radius {scaled_r*ANG/Z:.4f} angstrom; "
          f"Z times mean radius {scaled_r*ANG:.4f} angstrom")
print(f"Large-Z limit of Z times mean radius: {1.5*ANG:.4f} angstrom")
print("every check passed")
```

Printed output:

```
Hartree energy: 27.211386 eV
Bohr radius: 0.529177 angstrom
E1 from radial quadrature: 0.62500000 hartree
Correlated basis: degree 5, 34 functions
Coefficient E0: -1.000000 hartree = -27.2114 eV
Coefficient E1: 0.625000 hartree = 17.0071 eV
Coefficient E2: -0.157647 hartree = -4.2898 eV
Coefficient E3: 0.008639 hartree = 0.2351 eV
Coefficient E4: -0.000807 hartree = -0.0220 eV
Coefficient E5: -0.001101 hartree = -0.0299 eV
E2 change from degree 4 to 5: -0.001119 eV
Slope of scaled energy at zero repulsion: 0.625003 hartree
Half curvature there: -0.157647 hartree
Convergence proved for Z above: 16.387 (dimensionless)
Helium, Z = 2, sums of the series:
  through E0: -108.8455 eV
  through E1: -74.8313 eV
  through E2: -79.1211 eV
  through E3: -79.0036 eV
  through E4: -79.0091 eV
  through E5: -79.0128 eV
  through E15: -79.0143 eV
  diagonalization in the same basis: -79.0143 eV
Helium direct, exponent 1.8 per bohr: -2.90372 hartree = -79.0141 eV
Helium full CI, cc-pVQZ: -78.9786 eV
Direct unscaled calculations:
  Z=2: energy -79.014 eV; two terms -74.831 eV
    energy minus two terms -4.1828 eV; relative size 5.2938 percent
    mean radius 0.4919 angstrom; Z times mean radius 0.9837 angstrom
  Z=3: energy -198.096 eV; two terms -193.881 eV
    energy minus two terms -4.2151 eV; relative size 2.1278 percent
    mean radius 0.3031 angstrom; Z times mean radius 0.9093 angstrom
  Z=6: energy -881.818 eV; two terms -877.567 eV
    energy minus two terms -4.2513 eV; relative size 0.4821 percent
    mean radius 0.1412 angstrom; Z times mean radius 0.8471 angstrom
  Z=10: energy -2555.334 eV; two terms -2551.067 eV
    energy minus two terms -4.2665 eV; relative size 0.1670 percent
    mean radius 0.0825 angstrom; Z times mean radius 0.8248 angstrom
Large-Z limit of Z times mean radius: 0.7938 angstrom
every check passed
```
